# Exponential tails in early-time dopant diffusion from rare kick-out events

**Q.** A thin buried dopant layer spreads during an anneal. Diffusion turns a spike into a Gaussian, so why should I expect any other shape?

**A.** A Gaussian arises when all atoms make many independent steps, and nearly the same number of them. A substitutional dopant that moves by the kick-out mechanism takes its steps in separate excursions, and it may make very few of these. It sits still until a self-interstitial kicks it out, then migrates as a mobile species, and stops when it returns to a substitutional site. Early in the anneal most atoms have made no such excursion, and nearly all the others have made one. If the anneal is also long compared with one excursion, the profile shows the displacement law of a single excursion.

**Q.** State the model, so that I can see what you are assuming.

**A.** Let \(x\) be displacement along depth, \(s(x,t)\) the density of trapped atoms and \(m(x,t)\) that of mobile atoms, both per starting atom. A trapped atom is kicked out with probability \(g\) per unit time, and a mobile one is captured with probability \(r\) per unit time. With mobile diffusivity \(D\),

\[
\frac{\partial s}{\partial t}=-gs+rm,\qquad
\frac{\partial m}{\partial t}=D\frac{\partial^2 m}{\partial x^2}+gs-rm .
\]

At first all atoms are trapped at the origin: \(s(x,0)=\delta(x)\), \(m(x,0)=0\). The constants \(g\), \(r\) and \(D\) are uniform and steady. This assumes a dilute dopant, a uniform interstitial population, no electric field, no clusters and no nearby surface.

**Q.** Atoms migrate in three dimensions. Have you lost two of them?

**A.** No. Integrate the three-dimensional diffusion equation over the lateral coordinates \(y\) and \(z\). The terms \(\partial^2/\partial y^2\) and \(\partial^2/\partial z^2\) integrate to fluxes at infinity, which vanish. The depth term remains with the same \(D\), and \(g\) and \(r\) do not depend on position.

### One excursion

**Q.** But a mobile atom does diffuse normally. Why is its displacement not Gaussian?

**A.** It is Gaussian for a given duration \(\tau\), with

\[
G(x,\tau)=\frac{1}{\sqrt{4\pi D\tau}}\,e^{-x^2/(4D\tau)} .
\]

The duration itself is random. A constant capture probability per unit time gives survival \(e^{-r\tau}\), so the density of durations is \(re^{-r\tau}\). The displacement at capture is therefore distributed as a mixture of Gaussians of different widths:

\[
K(x)=\int_0^\infty re^{-r\tau}G(x,\tau)\,d\tau .
\]

**Q.** A mixture could have many shapes. Show me this one.

**A.** Differentiate twice in \(x\) and use \(D\,\partial^2G/\partial x^2=\partial G/\partial\tau\). Integration by parts in \(\tau\) gives

\[
DK''=\int_0^\infty re^{-r\tau}\frac{\partial G}{\partial\tau}d\tau
=\left[re^{-r\tau}G\right]_0^\infty+r\int_0^\infty re^{-r\tau}G\,d\tau .
\]

The upper limit contributes zero. The lower one contributes \(-r\delta(x)\), because \(G(x,0)=\delta(x)\). Hence

\[
DK''-rK=-r\delta(x).
\]

Away from the origin \(K''=(r/D)K\). The solution that is even and decays on both sides is \(K=Ae^{-|x|/\lambda}\), where

\[
\lambda=\sqrt{\frac{D}{r}} .
\]

To find \(A\), integrate the equation across the origin. The finite term \(rK\) drops out, leaving \(D[K'(0^+)-K'(0^-)]=-r\). The slope jump is \(-2A/\lambda\), so \(A=r\lambda/(2D)=1/(2\lambda)\), and

\[
K(x)=\frac{1}{2\lambda}e^{-|x|/\lambda}.
\]

Its integral is 1, as it must be, since every excursion ends somewhere.

**Q.** Is \(\lambda\) the root-mean-square displacement, then?

**A.** It is the mean absolute displacement along depth: \(\langle|x|\rangle=\int_0^\infty (x/\lambda)e^{-x/\lambda}dx=\lambda\). The mean square is \(2D\langle\tau\rangle=2D/r=2\lambda^2\), so the root mean square is \(\sqrt2\,\lambda\).

Take round model parameters \(D=10^4\ \mathrm{nm^2/s}\) and \(r=100\ \mathrm{s^{-1}}\). Then \(\lambda=\sqrt{10^4/100}=10\) nm, or \(10^{-6}\) cm. I simulated 400,000 excursions as random walks on a cubic lattice of spacing 1 nm, with random capture between hops. An excursion had about 600 hops on average. The mean \(|x|\) was 10.0 nm and the root mean square 14.2 nm, against \(\sqrt2\,\lambda=14.1\) nm. The fraction beyond 30.5 nm was 0.048, while the exponential gives \(e^{-3.05}=0.047\).

### From one excursion to a profile

**Q.** That describes one completed excursion. I measure a population after a time \(t\), with some atoms still moving.

**A.** Work to first order in \(g\), so that each atom makes at most one excursion. One of duration \(\tau\) is finished by time \(t\) if it started between 0 and \(t-\tau\). The probability of a start in that interval is \(g(t-\tau)\). The displaced trapped density is thus

\[
s_1=g\int_0^t(t-\tau)\,re^{-r\tau}G\,d\tau .
\]

A mobile atom started some time \(\tau\) ago and has not been captured:

\[
m_1=g\int_0^t e^{-r\tau}G\,d\tau .
\]

If \(t\) is long enough, both upper limits may be replaced by infinity. Define

\[
J(r)=\int_0^\infty e^{-r\tau}G\,d\tau=\frac{K}{r}
=\frac{e^{-|x|\sqrt{r/D}}}{2\sqrt{Dr}} .
\]

The integral with an extra factor \(\tau\) is \(-dJ/dr\). With \(u=|x|/\lambda\),

\[
-\frac{d\ln J}{dr}=\frac{|x|}{2\sqrt{Dr}}+\frac{1}{2r}=\frac{1+u}{2r},
\]

because \(|x|/\sqrt{Dr}=u/r\). Therefore

\[
s_1=gr\left[tJ-\frac{1+u}{2r}J\right]
=gK(x)\left[t-\frac{1+u}{2r}\right],\qquad m_1=\frac{g}{r}K(x).
\]

**Q.** What does the subtraction mean?

**A.** The quantity \((1+u)/(2r)\) is the mean duration of excursions that end at distance \(u\lambda\). Distant atoms have travelled for longer, so more of their excursions are unfinished. Averaged over \(K\), where \(\langle u\rangle=1\), it returns the overall mean duration \(1/r\).

When \((1+u)/(2rt)\ll1\), the trapped profile to first order in \(gt\) is

\[
s(x,t)\approx(1-gt)\,\delta(x)+\frac{gt}{2\lambda}e^{-|x|/\lambda}.
\]

The first term is the atoms that never moved. The second has an amplitude that grows with time and a decay length that does not.

**Q.** And if cooling freezes the mobile atoms where they are, so that I count them too?

**A.** Add \(m_1\). The displaced total is \(gK[t+(1-u)/(2r)]\). The difference from \(gtK\) is again small when \(rt\gg1+u\).

**Q.** You replaced \(t\) by infinity. When is that allowed?

**A.** The exponential factor in the integrals is \(\exp[-r\tau-x^2/(4D\tau)]\). Its exponent is stationary where \(-r+x^2/(4D\tau^2)=0\), that is, at \(\tau_*=|x|/(2\sqrt{Dr})=u/(2r)\). The anneal must last well beyond \(\tau_*\). It must also last well beyond \(1/r\), the decay time of \(e^{-r\tau}\), which is the stricter condition near the origin, where \(\tau_*\) is small. Setting \(\tau_*=t\) defines a front at

\[
|x|=2\sqrt{Dr}\,t=2\lambda rt .
\]

Beyond it the exponent is largest at the end point \(\tau=t\), where it equals \(-rt-x^2/(4Dt)\). The density there falls as a Gaussian does, faster than the exponential.

**Q.** How visible are these effects?

**A.** I solved the two rate equations on a lattice of spacing 0.25 nm extending to 150 nm on each side, by diagonalizing the second-difference matrix and evolving each mode. The profile numbers below come from this solution. For \(t=0.2\) s, so that \(rt=20\), and a very small \(g=5\times10^{-4}\ \mathrm{s^{-1}}\), I divided the trapped density by \(gtK\). The ratio was 0.950 at \(u=1\), 0.900 at \(u=3\) and 0.850 at \(u=5\). These agree with \(1-(1+u)/40\).

For \(t=0.02\) s and \(g=0.05\ \mathrm{s^{-1}}\), \(rt=2\) and the front is at \(u=4\). At \(u=8\) the ratio was only about 0.0014 (0.00145 on this lattice, 0.00144 in the continuum limit). The exponential tail had not yet formed there.

These effects are visible here because the model parameters make an excursion slow, with \(1/r=10\) ms. A real mobile species may be much faster. With a hop length of 0.235 nm, an attempt frequency of \(10^{13}\ \mathrm{s^{-1}}\) and \(\lambda=10\) nm, migration barriers from 0.4 to 1.0 eV give \(1/r\) between about \(2\times10^{-7}\) and \(6\times10^{-4}\) s at 600 °C. In an anneal of seconds or longer, unfinished excursions are then negligible.

### Which parameters set the slope

**Q.** If I raise the interstitial concentration, more atoms move. Surely the tail becomes longer?

**A.** In this model it becomes higher, as long as repeated excursions are rare. The rate \(g\) multiplies \(K\) and does not enter \(\lambda\). Here are decay lengths from the lattice densities at 20 and 40 nm after 100 s:

- \(D=10^4\ \mathrm{nm^2/s}\), \(r=100\ \mathrm{s^{-1}}\), \(g=10^{-5}\ \mathrm{s^{-1}}\): 10.00 nm.
- The same with \(g\) halved: 10.00 nm.
- \(D\) four times larger, other values as in the first case: 20.00 nm.
- \(r\) four times larger, other values as in the first case: 5.00 nm.

The conclusion requires that interstitials leave \(r\) unchanged. That holds if capture is the reverse of kick-out, in which the mobile dopant takes a lattice site and releases an interstitial. If the mobile dopant instead needs a vacancy, \(r\) depends on the vacancy concentration, and a change in the defect population can alter \(\lambda\).

**Q.** Can I obtain \(D\) from the measured slope?

**A.** The slope gives the ratio \(D/r\). With \(\lambda\) known, the amplitude per starting atom, \(gt/(2\lambda)\), gives \(gt\), and hence \(g\) if \(t\) is known. In the window where the simple profile holds, \(D\) and \(r\) cannot be separated: multiplying both by the same factor changes nothing. A single earlier profile hardly helps. To first order, the factor \(1-(1+u)/(2rt)\) changes only the amplitude and the slope of the logarithm, and a different \(g\) and \(\lambda\) would do the same. Profiles at several early times could in principle give \(r\), because the relative steepening of the slope, about \(1/(2rt)\), falls with time. This needs anneals not much longer than some tens of \(1/r\), which may be out of reach if excursions are fast. The shift must also be told apart from the opposite drift \(-gt/4\) caused by repeated excursions, derived below.

### Repeated excursions

**Q.** Some atoms must be kicked out twice. Why do they not spoil the exponential?

**A.** Far enough out, they can make the single-excursion formula too low, provided the anneal is long enough for the exponential to have formed there. Suppose \(g\ll r\) and \(rt\gg1\), so that the time spent mobile is negligible. The number of excursions is then Poisson distributed with mean \(\theta=gt\). The displacement after \(n\) of them has density \(K_n\), the \(n\)-fold convolution of \(K\). For two excursions and \(x>0\),

\[
K_2(x)=\frac{1}{4\lambda^2}\int_{-\infty}^{\infty}e^{-(|y|+|x-y|)/\lambda}dy .
\]

For \(0<y<x\) the exponent is constant and the integral contributes \(xe^{-x/\lambda}\). Each outer region contributes \((\lambda/2)e^{-x/\lambda}\). Thus

\[
K_2=\frac{(1+u)e^{-u}}{4\lambda}.
\]

With the Poisson weights \(\theta e^{-\theta}\) and \(\theta^2e^{-\theta}/2\), the displaced density through two excursions is

\[
s_{\mathrm{disp}}\approx\frac{\theta e^{-\theta}}{2\lambda}e^{-u}
\left[1+\frac{\theta(1+u)}{4}\right].
\]

For small \(\theta\), the second condition for the single-excursion formula is therefore \(\theta(1+u)/4\ll1\). However small \(\theta\) is, this fails at a sufficiently large distance. The formula gives the density in a window in \(x\), whose outer limit depends on both repeated and unfinished excursions. Repeated ones raise the density far out and unfinished ones lower it, so the two errors can partly cancel. The relative error in the slope need not equal that in the density, as the example below shows.

**Q.** Put numbers to it for an anneal I might fit.

**A.** Keep \(D=10^4\ \mathrm{nm^2/s}\) and \(r=100\ \mathrm{s^{-1}}\), and take \(g=10^{-3}\ \mathrm{s^{-1}}\) and \(t=100\) s. Then \(\theta=0.1\) and \(rt=10^4\). A fraction \(1-e^{-0.1}=0.095\) of the atoms has been kicked out at least once. The densities in \(\mathrm{nm^{-1}}\) are:

| \(x\) (nm) | Lattice | \(\theta K\) | Two excursions |
|---|---|---|---|
| 10 | 1.750e-3 | 1.839e-3 | 1.748e-3 |
| 30 | 2.487e-4 | 2.489e-4 | 2.478e-4 |
| 50 | 3.533e-5 | 3.369e-5 | 3.506e-5 |

Relative to the lattice value, \(\theta K\) is 5% too high at 10 nm and 5% too low at 50 nm. Its close agreement at 30 nm is a cancellation. To first order in \(\theta\), the factor multiplying \(\theta K\) is \(1-\theta+\theta(1+u)/4\), which equals 1 at \(u=3\). Fewer atoms have made exactly one excursion than \(\theta\) suggests, and those that made two fill the gap.

**Q.** Then a straight line fitted to the logarithm gives the wrong \(\lambda\).

**A.** Slightly. The logarithmic slope of the two-excursion density gives, to first order in \(\theta\) at fixed \(u\),

\[
-\frac{d\ln s_{\mathrm{disp}}}{du}\approx1-\frac{\theta}{4},
\qquad \lambda_{\mathrm{app}}\approx\lambda\left(1+\frac{\theta}{4}\right).
\]

For \(\theta=0.1\) this is 10.25 nm. The lattice densities at 30 and 50 nm also give 10.25 nm. Using the full two-excursion expression at those points gives 10.23 nm.

**Q.** The cruder estimate does better. Luck?

**A.** It is a cancellation at second order. The three-excursion density obeys \(K_3-\lambda^2K_3''=K_2\), by the same equation that gave \(K\) from its source. The solution is \(K_3=(3+3u+u^2)e^{-u}/(16\lambda)\). Indeed, for \(K_3=f(u)e^{-u}\) the left side is \((2f'-f'')e^{-u}=(1+u)e^{-u}/(4\lambda)\), and the slope at the origin vanishes because \(f'(0)=f(0)\).

Its Poisson weight adds \(\theta^2(3+3u+u^2)/48\) to the square bracket. Expanding the logarithm of the bracket to order \(\theta^2\) also brings in \(-\theta^2(1+u)^2/32\). The derivative of the sum is

\[
\theta^2\left[\frac{3+2u}{48}-\frac{1+u}{16}\right]=-\frac{\theta^2u}{48}.
\]

The slope is thus \(1-\theta/4+\theta^2u/48\), and its inverse is \(1+\theta/4+\theta^2(3-u)/48\). Between \(u=3\) and \(u=5\) the mean of \(u\) is 4, so the second-order term is only \(-\theta^2/48\). The two-excursion expression omits part of this cancellation.

### Recovering ordinary diffusion

**Q.** How does this fit with the diffusivity I would put in a standard simulation?

**A.** Fourier transform the equation for \(K\): \((Dk^2+r)\tilde K=r\), so \(\tilde K=1/(1+k^2\lambda^2)\). Convolutions become powers, and the Poisson sum is

\[
\tilde s=e^{-\theta}\sum_{n=0}^\infty\frac{(\theta\tilde K)^n}{n!}
=\exp\left[-\frac{\theta k^2\lambda^2}{1+k^2\lambda^2}\right].
\]

At small \(k\), \(\ln\tilde s=-\theta\lambda^2k^2+\theta\lambda^4k^4-\cdots\). Compare this with the cumulant expansion \(-\kappa_2k^2/2+\kappa_4k^4/24-\cdots\). The variance is \(\kappa_2=2\theta\lambda^2\), and \(\kappa_4=24\theta\lambda^4\). Setting \(\kappa_2=2D_{\mathrm{eff}}t\) gives

\[
D_{\mathrm{eff}}=g\lambda^2=\frac{gD}{r},\qquad
\frac{\kappa_4}{\kappa_2^2}=\frac{6}{\theta}.
\]

The last ratio is the excess kurtosis, which is zero for a Gaussian. Both results rest on the Poisson sum, so they assume \(g\ll r\) and \(rt\gg1\). If \(g\) is not small against \(r\), the long-time diffusivity is \(D\) times the mobile fraction, \(gD/(g+r)\).

In the example \(D_{\mathrm{eff}}=10^{-3}\times10^2=0.1\ \mathrm{nm^2/s}\), or \(10^{-15}\ \mathrm{cm^2/s}\). The variance is \(2\times0.1\times100=20\ \mathrm{nm^2}\) and the root mean square displacement 4.5 nm. The lattice solution, mobile atoms included, gives a variance of 20.0 nm² and an excess kurtosis of 60.0, equal to \(6/0.1\).

**Q.** So a Gaussian with the right variance would be a fair approximation?

**A.** Not for this profile. At 30 nm that Gaussian has density \(1.5\times10^{-11}\ \mathrm{nm^{-1}}\), against \(2.5\times10^{-4}\ \mathrm{nm^{-1}}\) from the lattice. The variance averages over many atoms that stayed put and a few that moved by about \(\lambda\).

**Q.** When does the Gaussian return?

**A.** When \(\theta\gg1\). Put \(k=q/(\lambda\sqrt\theta)\). The exponent becomes \(-q^2/(1+q^2/\theta)\), which tends to \(-q^2\) at fixed \(q\). That is a Gaussian on the scale \(\lambda\sqrt\theta\); the limit describes the core, not the remote tail. With \(r=2500\ \mathrm{s^{-1}}\), \(g=0.2\ \mathrm{s^{-1}}\) and the same \(D\) and \(t\), \(\theta=20\). The lattice excess kurtosis is then 0.30, as \(6/\theta\) requires.

### A marker of finite width

**Q.** No real profile starts as a delta function. Does its width change the slope?

**A.** Consider a Gaussian marker of standard deviation \(\sigma_0\). The atoms that moved once are distributed as the marker convolved with \(K\). Far to the right, nearly all starting points \(y\) lie below \(x\), so \(|x-y|=x-y\) and the displaced density is

\[
\frac{\theta}{2\lambda}e^{-x/\lambda}\int_{-\infty}^{\infty}
\frac{e^{-y^2/(2\sigma_0^2)+y/\lambda}}{\sqrt{2\pi}\,\sigma_0}dy
=\frac{\theta}{2\lambda}e^{-x/\lambda}e^{\sigma_0^2/(2\lambda^2)} .
\]

The integral follows by completing the square:

\[
-\frac{y^2}{2\sigma_0^2}+\frac{y}{\lambda}
=-\frac{(y-\sigma_0^2/\lambda)^2}{2\sigma_0^2}+\frac{\sigma_0^2}{2\lambda^2}.
\]

The shifted Gaussian must lie well below \(x\), which requires \(x-\sigma_0^2/\lambda\gg\sigma_0\). The unmoved marker must also have fallen below the tail. Under these conditions the slope is unchanged and the amplitude rises. A marker much wider than \(\lambda\) hides the tail until the density is very small, and a starting profile with a longer exponential tail of its own keeps that slope. The method therefore suits thin, sharp layers, and a broad as-implanted profile need not reveal \(\lambda\).

For \(\sigma_0=4\) nm and \(\lambda=10\) nm the factor is \(e^{16/200}=1.083\). The lattice solution with \(g=10^{-5}\ \mathrm{s^{-1}}\) and \(t=100\) s gives 1.083 at 40 nm, and a decay length of 10.00 nm between 40 and 60 nm. Ignoring the marker width would thus overestimate \(\theta\) by 8%, but leave \(\lambda\) intact.

**Q.** What if the temperature changes during the anneal?

**A.** Then \(D/r\) may change as well. If it varies little during one excursion, the single-excursion contributions add:

\[
s_{\mathrm{disp}}(x)\approx\int_0^t g(t')\,
\frac{e^{-|x|/\lambda(t')}}{2\lambda(t')}\,dt' .
\]

A varying \(g\) at constant \(\lambda\) merely replaces \(gt\) by \(\int_0^t g\,dt'\). A varying \(\lambda\) gives a sum of exponentials, and one fitted slope no longer represents a single ratio \(D/r\).
